Zero-temperature current of a quantum-point-contact filament, part 2

A filamentary memristor conducts through a narrow constriction between electron reservoirs L (left) and R (right). We treat one channel with two spin directions, in which electrons of constant effective mass m keep their energy E. The task now is to evaluate its current and test the result.

Energies are measured from the equilibrium Fermi level. Units are eV, nm, V and A. Along the filament axis x the barrier is

U(x) = Φ − ½mω²x²,

with its top held at Φ and its curvature set by ω. For Φ > 0 its thickness at the Fermi level is t_B, and U(x) = Φ(1 − 4x²/t_B²). For Φ ≤ 0 the curvature must be given independently.

The elementary charge e is positive. The bias V gives w = eV and the electrochemical potentials

μ_L = βw, μ_R = −(1−β)w, with 0 ≤ β ≤ 1.

The current I is positive when the net flow of electrons runs from L to R.

The wave equation, with wave function ψ, is

−(ħ²/2m) d²ψ/dx² + (Φ − ½mω²x²)ψ = Eψ.

From it, part (d) found the transmission

T(E) = 1/{1 + exp[−α(E − Φ)]}, α = 2π/(ħω),

and, for Φ > 0, α = (πt_B/ħ)√(m/2Φ).

With reservoir occupations f_L and f_R, part (e) found

I = (2e/h) ∫ T(E)(f_L − f_R) dE,

and at zero temperature

I = (2e/h) ∫ T(E) dE, from E = −(1−β)w to E = βw.

This assumes lead band floors below the bias window and smooth joints between leads and barrier.

Here h = 2πħ is Planck's constant, G₀ = 2e²/h = 77.48 μS, Θ is temperature, k_B is Boltzmann's constant and Γ is the gamma function.

For the example Φ = 1.0 eV, t_B = 1.0 nm and m = 0.4 m_e, where m_e is the free-electron mass, part (d) gave ħ²/(2m) = 0.09525 eV nm², α = 5.09 eV⁻¹ and T(0) = 0.0061.

### (f) The closed formula

Carry out the integral, and bring the result to a form in which the current eV·2e/h of a fully open channel appears as a separate term. Which form is suited to very small currents?

**Solution.** Multiply the numerator and denominator of T by exp[α(E−Φ)]:

T(E) = exp[α(E−Φ)]/{1 + exp[α(E−Φ)]}.

The numerator is 1/α times the derivative of the denominator. An antiderivative is therefore

K(E) = (1/α) ln{1 + exp[α(E−Φ)]}.

The limits give

I = (2e/hα) {ln[1 + e^(α(βw−Φ))] − ln[1 + e^(−α((1−β)w+Φ))]}.

To separate the open-channel term, use 1 + e^y = e^y(1 + e^(−y)), or

ln(1 + e^y) = y + ln(1 + e^(−y)).

In the first logarithm y = α(βw − Φ). In the second y = −α[(1−β)w + Φ]. The difference of the two linear terms is

α(βw − Φ) + α[(1−β)w + Φ] = αw.

The height Φ cancels, and so does β. With w = eV restored, the result is

I = (2e/h) {eV + (1/α) ln[(1 + e^(α(Φ−βeV)))/(1 + e^(α(Φ+(1−β)eV)))]}.

This holds for both signs of V and of Φ, with α given independently when Φ ≤ 0. For V > 0 the logarithm is negative, and it subtracts the current that the barrier reflects.

When the barrier reflects almost all of the open-channel current, the two terms in braces nearly cancel. With α = 40 eV⁻¹, Φ = 1 eV, β = 0.7 and V = 0.01 V, evaluation in double precision gave an error about 750 times the true current. The form before the rearrangement avoids this loss if each ln(1 + z) is evaluated by a routine that remains accurate for small z. At extremely small bias its two logarithms also become nearly equal, and the zero-bias conductance of part (g) multiplied by V is then the better choice.

### (g) Conductance, polarity and limits

Find the differential conductance at fixed α, Φ and β. Then examine small bias, reversal of the bias, deep tunnelling, and bias large enough to lift μ_L far above the barrier.

**Solution.** Differentiate the integral with respect to V through its limits. The upper limit moves at the rate eβ and the lower at the rate −e(1−β). Hence

dI/dV = G₀[βT(βeV) + (1−β)T(−(1−β)eV)].

The differential conductance is an average of the transmissions at the two edges of the window, weighted by the speeds with which those edges move.

**Small bias.** At V = 0 both transmissions equal T(0), the weights add to 1, and β drops out:

dI/dV = G₀/(1 + e^(αΦ)).

**Reversed bias.** Replacing V by −V changes the limits to (1−β)w and −βw. Exchanging them gives a minus sign, and the remaining integral from −βw to (1−β)w is the one that belongs to +V and the fraction 1−β. Therefore

I(−V; β) = −I(V; 1−β).

For β = ½ the current is an odd function of V. For β > ½ and V > 0 the two windows have equal width, but the positive-bias window lies higher in energy. Since T rises with energy, I(V) exceeds |I(−V)|. The asymmetry comes from the placement of the window, although the barrier itself is symmetric.

**Deep tunnelling.** If the whole window lies below the top by many times 1/α, then T ≈ exp[α(E−Φ)], and integration gives

I ≈ (2e/hα) e^(−αΦ) [e^(αβw) − e^(−α(1−β)w)].

For β = ½ the bracket is 2 sinh(αw/2). For general β, factor the bracket as e^(αβw)(1 − e^(−αw)). At reversed polarity β is replaced by 1−β, so the ratio of magnitudes is

I(V)/|I(−V)| ≈ exp[α(2β−1)w].

The approximation overestimates each transmission, because z/(1+z) < z for positive z.

**Large bias.** Let V > 0 and β > 0, with α(βw−Φ) ≫ 1 and α[(1−β)w+Φ] ≫ 1. The first logarithm in the unrearranged form then tends to α(βw−Φ), and the second tends to zero:

I → (2e/h)(βeV − Φ).

The slope is βG₀. Added bias widens the window by βe dV at the upper edge, where electrons pass, and by (1−β)e dV at the lower edge, where they are reflected. A slope of G₀ requires both edges to be transparent unless β = 1. Both are transparent when the barrier top lies far below the entire window, and then I → G₀V.

### (h) Finite temperature

Find the leading temperature correction at fixed bias. Also find the factor by which temperature multiplies the deep-tunnelling current.

**Solution.** Consider the contribution of a reservoir with potential μ and occupation f. Integrating by parts with K from part (f),

∫ T f dE = ∫ K(E)(−df/dE) dE.

The boundary terms vanish because K → 0 at low energy and f → 0 at high energy. The function −df/dE is even about μ and has unit area. Expanding K about μ removes the linear term and leaves

∫ T f dE ≈ K(μ) + ½K″(μ)⟨(E−μ)²⟩.

Here K″ = dT/dE. With x = (E−μ)/(k_BΘ), the mean square is (k_BΘ)² times

∫ x² e^x/(e^x+1)² dx = 4 ∫₀^∞ x/(e^x+1) dx = 4(1 − 1/4 + 1/9 − …) = π²/3.

The first equality uses evenness and one integration by parts. The second expands 1/(e^x+1) in powers of e^(−x) and integrates each term. Subtracting the contribution of R,

I(Θ) − I(0) ≈ (2e/h)(π²/6)(k_BΘ)²[T′(μ_L) − T′(μ_R)],

where T′ = dT/dE = αT(1−T). The expansion requires αk_BΘ to be small, since T varies over the energy 1/α.

In deep tunnelling K ≈ (1/α)exp[α(E−Φ)], and no expansion is needed. Let b = αk_BΘ. Each reservoir's zero-temperature term is multiplied by

∫ e^(bx) e^x/(1+e^x)² dx.

Put y = e^x/(1+e^x). Then dy = e^x dx/(1+e^x)² and e^x = y/(1−y), so the factor is

∫₀¹ y^b(1−y)^(−b) dy = Γ(1+b)Γ(1−b) = πb/sin(πb).

The integral is a beta function, and the last equality is the reflection formula for the gamma function. It converges for b < 1. As b approaches 1, thermally excited electrons near the top become important and the exponential form of T can no longer be used.

### (i) A hafnium-oxide-like example

Take Φ = 1.0 eV, t_B = 1.0 nm, m = 0.4 m_e and β = 0.7. Calculate the current at V = 0.5 V, the differential conductance and the polarity ratio. Compare the 0.1 V current with that of an open channel having Φ = −0.5 eV and the same α and β.

**Solution.** From part (d), α = 5.09 eV⁻¹. The zero-bias conductance is 0.0061G₀ = 0.474 μS, a resistance of 2.11 MΩ.

At V = 0.5 V, μ_L = 0.35 eV and μ_R = −0.15 eV. The barrier top lies 0.65 eV above the upper edge and 1.15 eV above the lower. The logarithmic term is

(1/5.09) ln[(1 + e^3.31)/(1 + e^5.85)] eV = −0.493505 eV,

where the final value uses unrounded exponents. Adding 0.5 eV leaves 0.006495 eV. Since an energy of 1 eV corresponds to G₀ × 1 V,

I = 77.48 μS × 0.006495 V = 0.503 μA.

Almost 99% of the open-channel current is reflected. Integrating the transmission obtained numerically from the wave equation over the same window gave 503.271 nA, against 503.267 nA from the formula.

The edge transmissions are T(μ_L) = 0.0353 and T(μ_R) = 0.00286. Thus

dI/dV = G₀(0.7 × 0.0353 + 0.3 × 0.00286) = 0.0256G₀ = 1.98 μS.

This is about four times the zero-bias value and far below the limiting slope 0.7G₀. The deep-tunnelling formula gives a current 2.0% above the full result.

At both polarities the currents are:

- 0.1 V: 53.0 nA and −43.3 nA, ratio 1.22
- 0.3 V: 211 nA and −115 nA, ratio 1.83
- 0.5 V: 503 nA and −184 nA, ratio 2.73

The tunnelling estimate of the last ratio is exp(5.09 × 0.4 × 0.5) = 2.77.

The open channel carries 7.23 μA at 0.1 V, or 0.933G₀V. It is not fully transparent, because its barrier top lies 0.5 eV below the Fermi level while 1/α is 0.2 eV. The ratio of open to tunnelling current at this bias is 7.23 μA/53.0 nA ≈ 136.

### (j) Neglected effects and real filaments

For the tunnelling state at 0.5 V, estimate the effects of temperature, of a uniform field in the barrier, of abrupt leads, and of uncertain parameters. What do they imply for a real device?

**Solution.** At 300 K, αk_BΘ = 0.132. The leading correction of part (h), divided by the zero-temperature current, is

(π²/6)(0.132)² × (0.0340 − 0.0029)/(5.09 × 0.006495) ≈ 0.027.

The numbers 0.0340 and 0.0029 are T(1−T) at the upper and lower window edges. The full thermal integral gives a current ratio of 1.027 at 300 K and 1.049 at 400 K. These values hold the barrier fixed and include thermal occupation alone.

A uniform field changes the potential inside the barrier to

U(x) = Φ(1 − 4x²/t_B²) − wx/t_B.

At the ends x = ∓t_B/2 the added term is ±w/2, which corresponds to β = ½. Setting dU/dx = 0 gives x = −wt_B/(8Φ), and there

U = Φ − w²/(16Φ) + w²/(8Φ) = Φ + w²/(16Φ).

The curvature, and with it α, is unchanged. At 0.5 V the top rises by 15.6 meV. If the tilted parabola is continued beyond the barrier, the current falls to 0.924 times that of the untilted barrier, with β = ½ in both cases.

Abrupt leads were represented by cutting the parabola off at a flat floor, with the potential held fixed under bias. A floor 2 eV below the Fermi level gives 0.82 times the formula's current, and a floor at 4 eV gives 1.08 times. The two deviations have opposite signs, and two values do not establish an error bound.

A floor much closer to the bias window has a larger effect: at 0.5 eV below the Fermi level the current is about 2.1 times the formula's value.

Uncertain parameters can matter as much. At fixed t_B, m and β, lowering Φ to 0.9 eV multiplies the current by 1.36. Changing m to 0.2 m_e at fixed Φ, t_B and β multiplies it by 3.3. In both cases α was recalculated.

The example is meant for the high-resistance state of a hafnium-oxide memristor, where a gap of about a nanometre and a barrier of about an electronvolt are reasonable rough values. The mass and β are model choices. A resistance of 2 MΩ is plausible for a strongly reset device, but such resistances vary over orders of magnitude. The open channel has about 14 kΩ; many low-resistance states lie well below this, which calls for several channels in parallel. The assumption of a fixed barrier also needs care in a real device. At 0.5 V the mean field V/t_B is 5 MV/cm, of the order at which hafnium-oxide films can break down, and ions may move. If their motion lowered Φ by 0.1 eV and left t_B, m and β unchanged, the current would rise by the 36% found above. The size depends on what stays fixed: the same lowering at unchanged curvature, and hence unchanged α, raises the current by 64%. A larger rearrangement could change it far more. The formula can therefore describe a given filament only at a bias too small to alter it, and only if the barrier shape and the leads are close to those assumed. It does not predict the switching voltage. The remaining values are in the numerical output below.

Computed values

```
Conductance quantum G0 = 77.4809 uS
Barrier height Phi = 1.00 eV, thickness t_B = 1.00 nm
Mass ratio m/m_e = 0.40, bias share beta = 0.70
hbar^2/(2m) = 0.09525 eV nm^2
Barrier quantum hbar*omega = 1.2345 eV
alpha = 5.0897 1/eV, alpha*Phi = 5.0897
Transmission at Fermi level T(0) = 6.12243e-03
Zero-bias conductance = 0.4744 uS
Zero-bias resistance = 2.1081 Mohm
V = +-0.1 V: I(+) = 53.042 nA, I(-) = -43.328 nA, |ratio| = 1.2242
V = +-0.3 V: I(+) = 211.456 nA, I(-) = -115.376 nA, |ratio| = 1.8328
V = +-0.5 V: I(+) = 503.267 nA, I(-) = -184.111 nA, |ratio| = 2.7335
At V = 0.5 V: mu_L = 0.350 eV, mu_R = -0.150 eV
  T(mu_L) = 3.52884e-02, T(mu_R) = 2.86275e-03
  (1/alpha) ln[ratio] = -0.493505 eV, sum with eV = 0.006495 eV
  dI/dV = 1.9805 uS = 0.02556 G0
  tunnelling limit / full current = 1.0196
Open channel, Phi = -0.5 eV, same alpha, V = 0.1 V: I = 7.2307 uA
  I/(G0 V) = 0.9332, on/off ratio at 0.1 V = 136.3
Checks
  wave equation vs T(E), largest relative error = 1.3e-05
  T(0) shift, matching at 4 nm vs 6 nm = 7.6e-05
  current from wave equation at 0.5 V = 503.271 nA
  closed form vs quadrature, largest rel. error = 3.7e-14
  usual form, alpha*Phi = 40, V = 0.01 V: rel. error = 7.5e+02
Neglected effects at 0.5 V (current / model current)
  temperature 300 K: alpha*kT = 0.1316, ratio = 1.0273
  temperature 400 K: alpha*kT = 0.1754, ratio = 1.0491
  flat lead floor 2 eV below Fermi level: ratio = 0.8194
  flat lead floor 4 eV below Fermi level: ratio = 1.0825
  uniform field (beta = 0.5): top rises 15.62 meV, ratio = 0.9244
  Phi = 0.9 eV, m/m_e = 0.4: alpha = 5.3650 1/eV, ratio = 1.3605
  Phi = 1.0 eV, m/m_e = 0.2: alpha = 3.5989 1/eV, ratio = 3.2602
Mean field V/t_B = 5.00 MV/cm
Dissipated power I*V = 251.63 nW
```
